\section*{Logarithmic self-discharge of a linear capacitor through Fowler-Nordheim leakage, part 2}

A capacitor with a linear film of permittivity $\varepsilon$ and thickness $d$ is charged to a field $E_0$ and disconnected at $t=0$. Electrons then cross the film from the cathode at $x=0$, with current density of magnitude $J$. The field magnitude is $E$, $u=1/E$, and charge balance is $\varepsilon\,dE/dt=-J$. An ohmic leak $J=E/\rho$, with resistivity $\rho$, gives
\begin{equation}
E=E_0e^{-t/\rho\varepsilon},\qquad u=\frac{1}{E_0}\,e^{t/\rho\varepsilon},
\label{ohmic}
\end{equation}
while the Fowler-Nordheim current $J=AE^2e^{-B/E}$, with constants $A$ and $B$, gives
\begin{equation}
\boxed{\;\frac1{E(t)}=\frac1{E_0}+\frac1B\ln\!\left(1+\frac t\tau\right).\;}
\label{main}
\end{equation}
Here $\tau=\varepsilon e^{B/E_0}/(AB)$, and the current is $J(t)=\varepsilon E^2/[B(t+\tau)]$. For $t\gg\tau$, with $t_B=\varepsilon/(AB)$,
\begin{equation}
\frac1E\simeq\frac1B\ln\frac t{t_B},
\label{asym}
\end{equation}
so $1/E$ grows logarithmically.

Energies are measured from the cathode Fermi level. The barrier height is $\varphi$, the tunnelling mass $m^*$, the free-electron mass $m_0$, and $e>0$. An electron with energy $W$ in its motion along $x$ has WKB transmission $e^{-G}$. With $s=\varphi-W-eEx$,
\begin{equation}
G(W)=\frac{2\sqrt{2m^*}}{\hbar eE}\int_0^{\varphi-W}\!\!\sqrt s\,ds
=\frac{4\sqrt{2m^*}}{3\hbar eE}(\varphi-W)^{3/2}.
\label{G}
\end{equation}
At the Fermi level $G=B/E$, with
\begin{equation}
B=\frac{4\sqrt{2m^*}\,\varphi^{3/2}}{3\hbar e}.
\label{B}
\end{equation}
At zero temperature the occupied transverse states at fixed $W<0$ fill a disc in momentum space of area $2\pi m_0(-W)$. With $w=-W$,
\begin{equation}
J=\frac{4\pi m_0e}{h^3}\int_0^\infty w\,e^{-G(-w)}\,dw .
\label{supply}
\end{equation}
Near the Fermi level $G(-w)\approx B/E+w/\delta$, with energy window $\delta=2\varphi E/(3B)$, and the integral contributes a factor $\delta^2$.

The example is hexagonal boron nitride (hBN) with $\varphi=3$ eV, $m^*=0.26\,m_0$, $d=10$ nm, $\varepsilon=3.099\times10^{-13}$ F/cm, $E_0=8$ MV/cm, $A=1.98\times10^{-6}\ \mathrm{A/V^2}$, $B=181$ MV/cm and $\tau=5.79\times10^{-6}$ s. The simple model gives $E=5.218$ MV/cm at one second, a late step in $1/E$ of 0.01272 cm/MV per decade of time, and half the initial field after $3.9\times10^4$ s.

\subsection{How a changed current changes the logarithm}

Corrections that leave the constant $B$ unchanged can be written as $J=AE^2F(u)e^{-Bu}$ with a slowly varying factor $F$. Charge balance becomes $dt=(\varepsilon/A)e^{g}du$, where $g(u)=Bu-\ln F(u)$. Integration by parts gives
\[
\int e^g\,du=\frac{e^g}{g'}+\int\frac{g''}{g'^2}\,e^g\,du .
\]
The last term is small if $|g''|\ll g'^2$. At late times $t\simeq(\varepsilon/A)e^g/g'$, and to leading order
\begin{equation}
\frac{du}{d\ln t}\simeq\frac1{g'}=\frac{1}{B-d\ln F/du}.
\label{slope}
\end{equation}
A constant $F$ leaves the slope unchanged and, at late times, shifts $1/E$ by $\ln F/B$. A factor that grows as the field falls makes the slope larger. As a limit, take $J\propto E^ne^{-B/E}$, for which $F\propto u^{2-n}$ and $g'=B+(n-2)/u=B+(n-2)E$. For $n=2$ the slope is $1/B$, in agreement with (\ref{asym}). For other fixed $n$ it tends to $1/B$ as $E/B\to0$. The limiting logarithmic slope therefore does not depend on the power of $E$, although the simple closed form used the cancellation at $n=2$. At finite times a small difference remains: near one second in the example, each unit of $n$ changes the slope by about 3\%.

\subsection{Temperature and image force}

At temperature $T$ the disc of occupied transverse states is replaced by a Fermi distribution. In (\ref{supply}) the factor $-W$ becomes $k_{\rm B}T\ln(1+e^{-W/k_{\rm B}T})$, and states above the Fermi level contribute. Their occupation falls as $e^{-W/k_{\rm B}T}$ while their transmission rises roughly as $e^{W/\delta}$. Since $\delta$ shrinks with the field, these states gain weight as the capacitor discharges, so $F$ grows with $u$. By (\ref{slope}) the slope must increase. Numerical integration at 300 K confirms this: the step of $1/E$ in the decade before one second is 0.01300 instead of 0.01272 cm/MV. The initial current is about 1.1 times the Fowler-Nordheim value and the field at one second falls to 5.17 MV/cm.

An electron at distance $x$ from the cathode is also attracted by its image at distance $2x$. The force $e^2/[4\pi\varepsilon_{\rm i}(2x)^2]$, integrated from infinity, lowers the barrier by $e^2/(16\pi\varepsilon_{\rm i}x)$. Here $\varepsilon_{\rm i}$ is the permittivity at the fast time scale of tunnelling, taken as 4 times the vacuum value. This assumed value may exceed the static 3.5 used across the film because hBN is anisotropic, and the image field depends on the response along the layers. Images in the far plate are left out. At zero temperature the initial current is then 3.04 times the Fowler-Nordheim value. A constant factor of this size would give
\[
\frac1E=0.19163+\frac{\ln3.04}{181}=0.1978\ \mathrm{cm/MV},
\]
or 5.06 MV/cm at one second. The numerical result is 5.05 MV/cm, so nearly all of the shift is that of a constant prefactor. These numbers depend on the assumed $\varepsilon_{\rm i}$: with 5 times the vacuum value the factor is 2.47 and the field 5.08 MV/cm, and with 3 times they are 4.24 and 5.00 MV/cm. With image force and 300 K together the field is 4.99 MV/cm, 4\% below the simple model. A threefold error in the current is thus a small error in the remaining field, because it enters through a logarithm.

\subsection{Dispersion inside the gap}

A change of the exponent matters more. Equation (\ref{G}) uses a parabolic band at every depth $s$ below the conduction-band edge. In a film with gap $E_g$, a two-band description replaces $\sqrt s$ by $\sqrt{s(1-s/E_g)}$. The exponent at the Fermi level is still proportional to $1/E$, because the field entered only through $dx=-ds/(eE)$. Thus $B$ is replaced by another constant $B_2$. For $\varphi=E_g/2$, as in the example with $E_g=6$ eV, set $s=E_gy$:
\[
\int_0^{E_g/2}\!\!\sqrt{s\left(1-\frac s{E_g}\right)}\,ds
=E_g^{3/2}\int_0^{1/2}\!\!\sqrt{y(1-y)}\,dy=\frac{\pi}{16}E_g^{3/2}.
\]
The last integral is a quarter of a disc of radius $1/2$. The parabolic value is $\frac23(E_g/2)^{3/2}$, so
\begin{equation}
\frac{B_2}{B}=\frac{\pi/16}{\frac23\,2^{-3/2}}=\frac{3\sqrt2\,\pi}{16}=0.833 ,
\label{twoband}
\end{equation}
and $B_2=150.8$ MV/cm. The initial current is 88 times the Fowler-Nordheim value. The smaller exponent gives $e^{(B-B_2)/E_0}\approx44$. The energy window $\delta$ is wider by $\sqrt2$, because $1/\delta$ now contains the factor $\sqrt{1-\varphi/E_g}=1/\sqrt2$, and $\delta^2$ gives another factor 2. The field at one second falls to 4.28 MV/cm, 18\% below the parabolic result. The law keeps its form: the predicted step $\ln10/150.8=0.01527$ cm/MV per decade agrees with the numerical one.

This correction applies if $m^*$ is the mass at the band edge. If instead $m^*$ was obtained by fitting measured currents with (\ref{B}), the fitted $B$ already contains the true dispersion, and correcting it again would count the effect twice.

\subsection{An ohmic leak ends the logarithm}

The Fowler-Nordheim current falls roughly as $1/t$, so any ohmic leak eventually exceeds it. Add $E/\rho$ to the current. Equality with $J(t)$ on the Fowler-Nordheim trajectory, $\varepsilon E^2/[B(t+\tau)]=E/\rho$, occurs at
\begin{equation}
t_\times+\tau=\rho\varepsilon\,\frac{E(t_\times)}{B}.
\label{cross}
\end{equation}
This is earlier than the ohmic time $\rho\varepsilon$ by the small factor $E/B$. With an assumed resistivity of $10^{16}\ \Omega\,$cm, $\rho\varepsilon=3099$ s, and
\[
t_\times=3099\ \mathrm{s}\times\frac{4.634}{181.0}=79\ \mathrm{s}.
\]
Well beyond this time the ohmic solution (\ref{ohmic}) takes over and $1/E$ grows exponentially.

Well before the crossover the effect is small and can be found by perturbation. Let $u+v$ be the reciprocal field with both leaks, where $u$ solves the problem without the ohmic one. The ohmic term adds $u/(\rho\varepsilon)$ to $du/dt$. Linearising $(A/\varepsilon)e^{-B(u+v)}$ in $v$, and using $(AB/\varepsilon)e^{-Bu}=1/(t+\tau)$,
\[
\frac{dv}{dt}=-\frac{v}{t+\tau}+\frac{u}{\rho\varepsilon}
\quad\Longrightarrow\quad
\frac{d}{dt}\bigl[(t+\tau)v\bigr]=\frac{(t+\tau)u}{\rho\varepsilon}.
\]
For $t\gg\tau$ and slowly varying $u$ this gives $v/u\simeq t/(2\rho\varepsilon)$. The factor one half appears because the lower field also reduces the tunnelling current. At one second the relative loss of field is $1/6198=1.6\times10^{-4}$. Numerical integration with both leaks gives 5.21760 instead of 5.21843 MV/cm, the same relative loss.

The half-field time of $3.9\times10^4$ s is now seen to be out of reach for this resistivity. At 79 s the field with both leaks is no higher than 4.634 MV/cm, and the ohmic leak alone would take it from there to 4 MV/cm in $3099\ln(4.634/4)\approx460$ s. Half field is reached before about 540 s. The triangular barrier would end at $\varphi/(ed)=3$ MV/cm, which the pure tunnelling law reaches after $1.4\times10^{11}$ s. With the ohmic leak the field gets there in less than half an hour, but tunnelling is then negligible beside the ohmic current, so that limit has no practical role in the example.

\subsection{Charge trapped in the film}

Suppose some electrons stop in traps beyond the tunnel exit. The plates and the film together remain neutral, and there is no field outside them. Gauss's law then fixes the field at the cathode, $E_c$, by the cathode charge alone: $\sigma_c=\varepsilon E_c$. Each emitted electron reduces $\sigma_c$ whether or not it arrives at the anode. The barrier in front of the exit sees $E_c$, so $\varepsilon\,dE_c/dt=-J(E_c)$, and (\ref{main}) holds for $E_c$ unchanged. Since the exit moves away from the cathode as the field falls, this requires the traps to lie beyond the exit at the latest time considered. Electrons below the Fermi level leave the barrier slightly farther out, so for traps just beyond the Fermi-level exit the result is approximate. In the example, 1\% of the transferred charge placed at the one-second exit raises the current by about 0.16\% at a fixed cathode field. Along the discharge the field ends slightly lower, and the current at one second rises by only about 0.08\%.

The voltage does change. A trapped charge of magnitude $q_t$ per area at position $x_t$ raises the field beyond it by $q_t/\varepsilon$, so
\begin{equation}
V=E_cd+\frac{q_t}{\varepsilon}(d-x_t).
\label{trap}
\end{equation}
At one second the tunnel exit is at 5.75 nm. If 1\% of the transferred charge is trapped beyond that point, the shift is at most
\[
0.01\times(8-5.218)\ \mathrm{MV/cm}\times4.25\ \mathrm{nm}=12\ \mathrm{mV},
\]
compared with 5.22 V. Charge trapped before the exit alters the barrier itself, and the argument fails.

\subsection{The model beside real films}

The barrier, mass, permittivity and gap used here are rough values for hBN, which is a linear dielectric. The numbers depend strongly on the barrier and the mass, because these set $B$. The mass that matters is the one across the layers, which in this anisotropic crystal need not equal $0.26\,m_0$. With $0.5\,m_0$ and the same barrier, $B=251$ MV/cm, the initial current density is $1.6\times10^{-6}\ \mathrm{A/cm^2}$ and the field at one second is 7.3 MV/cm, a larger shift than any correction above. For a real film $B$ should be taken from measured currents. The initial field is high: it is 80\% of a rough breakdown field of 10 MV/cm, and since that value varies from film to film, a real film may not hold it. The simple law leaves out holes that tunnel in from the anode. With identical plates, the gap of 6 eV and the barrier of 3 eV used here, holes meet an equally high barrier. If their tunnelling mass were also equal, the current would double and the field at one second would be 5.12 instead of 5.22 MV/cm. The law also assumes that there is no leakage through defects, which a real film may not satisfy. For a resistivity a hundred times smaller than assumed, (\ref{cross}) puts the crossover on the pure tunnelling trajectory near 0.9 s instead of 79 s. With both leaks acting, the two currents become equal still earlier, at about 0.6 s. In a ferroelectric hafnia capacitor linearity fails as well. A changing polarisation $P$ adds $dP/dt$ to the left side of charge balance, and (\ref{main}) then applies only if leakage through traps is negligible and $P$ either stays constant or follows the field linearly and without delay. In the latter case $\varepsilon$ must include the response of $P$. The main values for the example are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (rough hBN values and assumptions)
barrier 3.0 eV, tunnelling mass 0.26 m0
relative permittivity 3.5, for image force 4.0
thickness 10.0 nm, band gap 6.0 eV
initial field 8.0 MV/cm
initial voltage 8.00 V
MODEL CONSTANTS
A = 1.9762e-06 A/V^2
B = 180.99 MV/cm
B/E0 = 22.623 (no unit)
permittivity = 3.0990e-13 F/cm
initial current density J0 = 1.8916e-02 A/cm2
tau = 5.7931e-06 s
t_B = 8.6644e-16 s
supply integral / FN formula at E0 = 0.9594
1 - E0/B = 0.9558
DISCHARGE: t (s), E (MV/cm), 1/E (cm/MV), charge (uC/cm2), J (A/cm2)
1e-06  7.9441  0.12588  2.4618  1.591e-02
1e-05  7.6604  0.13054  2.3739  6.362e-03
1e-04  7.0897  0.14105  2.1971  8.135e-04
1e-03  6.5150  0.15349  2.0190  7.226e-05
1e-02  6.0173  0.16619  1.8647  6.196e-06
1e-01  5.5895  0.17891  1.7322  5.349e-07
1e+00  5.2184  0.19163  1.6172  4.663e-08
largest relative error, closed form vs integration = 5.1e-15
ln(10)/B = 0.012722 cm/MV per decade
integrated step of 1/E, 0.1 s to 1 s = 0.012722 cm/MV
voltage at 1 s = 5.218 V
field at 1 s from 7.0 MV/cm start = 5.21841 MV/cm
field at 1 s from 8.0 MV/cm start = 5.21843 MV/cm
half-field time in the model = 3.873e+04 s
NEGLECTED: J0 factor, E at 1 s (MV/cm), 1/E step last decade (cm/MV)
0 K, full supply integral: 0.959, 5.223, 0.01273
300 K: 1.115, 5.171, 0.01300
image force, 0 K: 3.037, 5.046, 0.01279
image force, 300 K: 3.539, 4.992, 0.01307
two-band dispersion, 0 K: 88.017, 4.284, 0.01527
B with two-band dispersion = 150.77 MV/cm
assumed resistivity = 1e+16 ohm cm
ohmic time constant = 3099.0 s
field at 1 s with ohmic leak = 5.21760 MV/cm
ohmic leak overtakes at 79.35 s, 4.634 MV/cm
triangular barrier ends at 3.00 MV/cm
model time to reach that field = 1.37e+11 s
tunnel exit: 3.75 nm at start, 5.75 nm at 1 s
assumed trapped share of transferred charge = 0.01
largest voltage shift from it at 1 s = 11.8 mV
rough breakdown field = 10.0 MV/cm
initial field / breakdown field = 0.80
\end{verbatim}
